\section*{Two-dimensional Wulff shape with square and diagonal facets}

\section{Problem}

A long, straight metal line is a single crystal whose cross-section has area $A$. Its side faces may have outward normals at $0^\circ,90^\circ,180^\circ,270^\circ$ (square facets, surface energy $\gamma_s$ per unit area) or at $45^\circ,135^\circ,225^\circ,315^\circ$ (diagonal facets, surface energy $\gamma_d$). All other orientations are taken to be so costly that they do not appear; the solution makes this condition precise. Corner energy, stress and substrate are neglected, and both surface energies are positive.

(a) Construct the equilibrium cross-section for $\gamma_d=\gamma_s$.

(b) Raise $\gamma_d$ while $\gamma_s$ and $A$ stay fixed. At what value do the diagonal facets disappear, and do they shrink to zero or vanish by a jump?

(c) Evaluate the result for $\gamma_s=1.5\ \mathrm{J/m^2}$ and $A=400\ \mathrm{nm^2}$.

The quantity to be minimized is the surface energy per unit length of line, $F=\oint\gamma(\mathbf n)\,ds$, where $\mathbf n$ is the outward normal. We write $r=\gamma_d/\gamma_s$.

\section{First estimate by scaling}

Start from a square of side $\sqrt A$, with energy $F_0=4\gamma_s\sqrt A$. Cut each corner by a small right triangle with two legs $a$. At each corner a length $2a$ of square facet is replaced by a length $\sqrt2\,a$ of diagonal facet, so the four cuts change the energy by
\begin{equation}
-4a\,(2\gamma_s-\sqrt2\,\gamma_d).
\end{equation}
This term is linear in $a$. The cuts also remove the area $4\times a^2/2=2a^2$, which must be put back. The price of area is $dF_0/dA=2\gamma_s/\sqrt A$, so the second cost is quadratic in $a$:
\begin{equation}
\Delta F\simeq-4a(2\gamma_s-\sqrt2\,\gamma_d)+\frac{4\gamma_s a^2}{\sqrt A}.
\label{eq:est}
\end{equation}
For small $a$ the linear term decides. Cutting pays if $\sqrt2\,\gamma_d<2\gamma_s$, that is, if $r<\sqrt2$. Setting the derivative of \eqref{eq:est} to zero gives $a=\sqrt A\,(1-r/\sqrt2)$, and the diagonal facet has the width
\begin{equation}
d_{\rm est}=\sqrt2\,a=\sqrt A\,(\sqrt2-r).
\label{eq:dest}
\end{equation}
The estimate predicts a continuous disappearance at $r=\sqrt2$. It assumes small cuts and compares only shapes obtained by cutting a square, so it does not yet prove what the equilibrium shape is.

\section{Exact solution}

\subsection{The Wulff polygon}

Draw a line perpendicular to each allowed normal $\mathbf n_k$ at distance $\gamma_k$ from the origin, and keep the region inside all the lines:
\begin{equation}
W=\{\mathbf x:\ \mathbf x\cdot\mathbf n_k\le\gamma_k\ \text{for all }k\}.
\end{equation}
Coordinates in $W$ have the unit of surface energy; a scale factor later turns them into lengths.

The line $x=\gamma_s$ meets the diagonal line $x+y=\sqrt2\,\gamma_d$ at $y=\sqrt2\,\gamma_d-\gamma_s$. By reflection, the square facet extends from $-y$ to $y$. The diagonal facet joins $(\gamma_s,\sqrt2\gamma_d-\gamma_s)$ to $(\sqrt2\gamma_d-\gamma_s,\gamma_s)$. These points differ by $2\gamma_s-\sqrt2\gamma_d$ in each coordinate, so the length is $\sqrt2$ times that. Hence
\begin{equation}
\ell_s=2(\sqrt2\,\gamma_d-\gamma_s),\qquad
\ell_d=2(\sqrt2\,\gamma_s-\gamma_d).
\label{eq:lengths}
\end{equation}
Both are positive for $1/\sqrt2<r<\sqrt2$. At $r=\sqrt2$ the diagonal line just touches the corner of the square. For larger $r$ it lies outside, and $W$ is a square of side $2\gamma_s$. For $r\le1/\sqrt2$ the roles are exchanged, and $W$ is a diamond of side $2\gamma_d$.

Triangles from the origin to each facet have height $\gamma_k$ and base $\ell_k$. With $\delta=\sqrt2-r$, the area in the octagonal range is
\begin{align}
|W|&=\tfrac12\sum_k\gamma_k\ell_k=2(\gamma_s\ell_s+\gamma_d\ell_d)\nonumber\\
&=4(2\sqrt2\,\gamma_s\gamma_d-\gamma_s^2-\gamma_d^2)
=4\gamma_s^2(1-\delta^2),
\label{eq:area}
\end{align}
where the last form uses $\delta^2=2-2\sqrt2\,r+r^2$. The first equality also shows that the surface energy of $W$ itself is $F[W]=\sum_k\gamma_k\ell_k=2|W|$.

\subsection{Why this shape has the least energy}

Define the support function $h(\mathbf n)=\max_{\mathbf x\in W}\mathbf x\cdot\mathbf n$. For facets present on $W$, $h=\gamma$. For an allowed facet that is absent, $h\le\gamma$. The condition on all other orientations is $\gamma(\mathbf n)\ge h(\mathbf n)$.

Let $K$ be any convex shape. Map it onto $W$ by a map $\mathbf T=(X,Y)$. Let $k(x)$ and $w(X)$ be the lengths of the vertical slices of $K$ and $W$. Choose $X(x)$ so that equal fractions of the two areas lie to the left, then stretch each slice of $K$ uniformly onto the corresponding slice of $W$. Differentiating the equality of area fractions gives the first relation below; the stretching gives the second:
\begin{equation}
\frac{dX}{dx}=\frac{|W|\,k}{|K|\,w},\qquad
\frac{\partial Y}{\partial y}=\frac{w}{k}.
\end{equation}
Both are positive and their product is $|W|/|K|$. A sum of two positive numbers is at least twice the root of their product, so $\nabla\cdot\mathbf T\ge2\sqrt{|W|/|K|}$. Integrate over $K$ and use the divergence theorem. Since $\mathbf T$ lies in $W$, $\mathbf T\cdot\mathbf n\le h(\mathbf n)$, and
\begin{equation}
2\sqrt{|K||W|}\le\int_K\nabla\cdot\mathbf T\,d^2x
=\oint\mathbf T\cdot\mathbf n\,ds\le\oint h\,ds\le F[K].
\label{eq:bound}
\end{equation}
For a unit disc with $\gamma_s=1$ and $r=1.2$, the first, second and fourth members of this chain are $6.925$, $7.070$ and, with $\oint h\,ds$ as the energy, $7.290$.

Shapes that are not convex do no better. Replacing an indented arc by its chord adds area and does not raise $\oint h\,ds$, because the maximum of a sum is at most the sum of the maxima. Filling a hole removes boundary and adds area. Separate pieces of areas $A_i$ cost more because $\sum_i\sqrt{A_i}>\sqrt{\sum_iA_i}$.

A copy of $W$ scaled to area $A$ by the factor $c=\sqrt{A/|W|}$ has energy $cF[W]=2\sqrt{A|W|}$, which attains the bound. It is the only such shape, up to translation. Equality in \eqref{eq:bound} requires $dX/dx=\partial Y/\partial y=c'$ with $c'=\sqrt{|W|/|K|}$, hence $X=c'x+\text{const}$ and $Y=c'y+b(x)$. It also requires $\mathbf T\cdot\mathbf n=h(\mathbf n)$ on the boundary, so corresponding boundary points of $K$ and $W$ have the same normal, except at the corners of $W$. If $u_K$ and $u_W$ are the upper boundaries, then $u_W(X)=c'u_K(x)+b(x)$. Differentiating with respect to $x$ gives $c'u_W'=c'u_K'+b'$. Equal normals mean equal slopes, so $b'=0$ and $K$ is a scaled copy of $W$.

\subsection{Widths, energy and the disappearance}

Multiplying \eqref{eq:lengths} by $c=\sqrt A/(2\gamma_s\sqrt{1-\delta^2})$ gives the facet widths $s$ and $d$ and the energy for $1/\sqrt2\le r\le\sqrt2$:
\begin{equation}
s=\sqrt A\,\frac{\sqrt2\,r-1}{\sqrt{1-\delta^2}},\quad
d=\sqrt A\,\frac{\sqrt2-r}{\sqrt{1-\delta^2}},\quad
F=4\gamma_s\sqrt A\,\sqrt{1-\delta^2}.
\label{eq:result}
\end{equation}

(a) At $r=1$ the widths are equal, and all facets are equally far from the centre: the shape is a regular octagon.

(b) The diagonal facets disappear at
\begin{equation}
\gamma_d=\sqrt2\,\gamma_s .
\end{equation}
Their width goes to zero linearly in $\sqrt2-r$. Since $d\delta/dr=-1$, the energy obeys $\partial F/\partial\gamma_d=4d$, the total diagonal width. This slope also goes to zero at the threshold and matches the square, whose energy does not depend on $\gamma_d$. In the opposite limit, lowering $\gamma_d$ to $\gamma_s/\sqrt2$ removes the square facets and leaves a diamond.

As a separate check, the area was maximized numerically at fixed energy over eight free edge lengths, for $r=0.65,\,1,\,1.3,\,1.6$. With $\gamma_s=1$ and total energy $8$, the edges agreed with the Wulff polygon to within $7\times10^{-8}$.

\subsection{Numbers}

(c) For equal energies $|W|=3.3137\,\gamma_s^2$, so the centre-to-facet distance is $c\gamma_s=20\ \mathrm{nm}/\sqrt{3.3137}=10.99$ nm. With $\delta=0.4142$ and $\sqrt{1-\delta^2}=0.9102$, each facet has width $20\times0.4142/0.9102=9.10$ nm. Since $\gamma_s=9.362\ \mathrm{eV/nm^2}$, the line energy is $4\times9.362\times20\times0.9102=681.7$ eV/nm, against $749.0$ eV/nm for the square. The threshold is $\gamma_d=2.121\ \mathrm{J/m^2}$, or $2121\ \mathrm{erg/cm^2}$.

\section{Comparison of estimate and exact result}

Equations \eqref{eq:dest} and \eqref{eq:result} give the same threshold and the same slope there. They differ by a factor: $d_{\rm est}/d=\sqrt{1-\delta^2}$.

\begin{center}
\begin{tabular}{ccc}
$r$ & $d_{\rm est}$ (nm) & $d$ (nm)\\ \hline
1.0 & 8.28 & 9.10\\
1.2 & 4.28 & 4.39\\
1.3 & 2.28 & 2.30\\
1.4 & 0.28 & 0.28
\end{tabular}
\end{center}

The estimate is 9\% below the exact width at $r=1$ and 2\% below it at $r=1.2$. The reason is the restored area: the cut square must have side $L=\sqrt{A+2a^2}$, and the estimate kept $\sqrt A$. With the full side, the energy is $4\gamma_sL-4a(2\gamma_s-\sqrt2\gamma_d)$. Since $dL/da=2a/L$, its minimum is at $a/L=1-r/\sqrt2$, so $d=L\delta$. Then $A=L^2-2a^2=L^2(1-\delta^2)$, which reproduces \eqref{eq:result}.

\section{Where the model fails}

\textbf{Other facets.} Between $0^\circ$ and $45^\circ$, $h$ is set by the octagon corner $(\gamma_s,\sqrt2\gamma_d-\gamma_s)$. For a normal along $(2,1)/\sqrt5$, absence requires
\begin{equation}
\gamma_{21}\ge\frac{2\gamma_s+(\sqrt2\gamma_d-\gamma_s)}{\sqrt5}
=\frac{\gamma_s+\sqrt2\,\gamma_d}{\sqrt5}.
\end{equation}
This is $1.62\ \mathrm{J/m^2}$ at equal energies and $2.01\ \mathrm{J/m^2}$ at the threshold. If this facet and its seven symmetry equivalents also cost $1.5\ \mathrm{J/m^2}$, like the other two kinds, they appear with width 4.46 nm each, and the diagonal width falls from 9.10 to 3.64 nm.

\textbf{Corner energy.} Let each cut corner cost an extra energy $\epsilon>0$ per unit length. In $W$, one cut removes the area $\gamma_s^2\delta^2$, so $m$ cuts give
\begin{equation}
F_m=4\gamma_s\sqrt A\,\sqrt{1-m\delta^2/4}+m\epsilon .
\end{equation}
This is concave in $m$, so its minimum is at $m=0$ or $m=4$. The octagon wins if $1-\sqrt{1-\delta^2}>\eta$, with $\eta=\epsilon/(\gamma_s\sqrt A)$, or $\delta^2>2\eta-\eta^2$. Taking $\epsilon$ as $\gamma_s$ times a rough atomic spacing of 0.25 nm gives $\eta=0.25/20=0.0125$. The threshold drops to $r\simeq1.26$, and a facet about 3 nm wide vanishes by a jump. At the jump $d/\sqrt A=\delta/\sqrt{1-\delta^2}\simeq\sqrt{2\eta}$, which goes to zero as the line grows. Relative to the size of the line, the continuous disappearance is thus the large-size limit for $\epsilon>0$; the lost width itself, $d\simeq\sqrt{2\epsilon\sqrt A/\gamma_s}$, grows as $A^{1/4}$. The value of $\epsilon$ is a scale, not a calculated corner energy.

\textbf{A real line.} The parameters are round values in the rough regime of copper, with the line along a cube axis, $\{100\}$ as square facets and $\{110\}$ as diagonal ones. The two-dimensional model leaves out facets tilted along the line. A $\{110\}$ face can break into ridges formed by two kinds of $\{111\}$ face, with $\sqrt{3/2}$ times its area, so it stays flat only if $\gamma_{110}\le\sqrt{3/2}\,\gamma_{111}$. The threshold $\gamma_d=\sqrt2\,\gamma_s$ can therefore be reached with flat facets only if $\gamma_{111}\ge(2/\sqrt3)\,\gamma_{100}\simeq1.155\,\gamma_{100}$. If $\gamma_{111}=\gamma_{100}$, the flat diagonal facets already give way to ridges at $r=\sqrt{3/2}\simeq1.22$, and the calculated disappearance does not apply. Counting broken nearest-neighbour bonds in an fcc crystal gives $\gamma_{111}/\gamma_{100}=\sqrt3/2\simeq0.87$, well below the required 1.155. The threshold at $\sqrt2$ is therefore a result of the two-facet model, not a prediction for a clean copper line. An interconnect line enclosed by liner and dielectric takes its shape largely from the trench, and if it is polycrystalline, no single Wulff polygon applies to it. Even where it could relax, interface energies would replace those of the bare surface: a change of $r$ from 1 to 1.2 alone halves the diagonal width, from 9.10 to 4.39 nm. Within the two-facet model, a small thermal change of $r$ matters less. An assumed difference of $0.05\ \mathrm{mJ/(m^2\,K)}$ between the slopes of the two energies, over 400 K, shifts $\gamma_d-\gamma_s$ by $0.02\ \mathrm{J/m^2}$; with $\gamma_s$ held at $1.5\ \mathrm{J/m^2}$, $d$ becomes 8.75 nm if $\gamma_d$ rises and 9.46 nm if it falls. This says nothing about the other orientations. The regular octagon requires $\gamma\ge\gamma_s/\cos22.5^\circ=1.082\,\gamma_s$ midway between its facets, and if heating brings the intermediate orientations below $h$, the corners are cut and the facets shrink: with all other normals at multiples of $11.25^\circ$ costing $1.02\,\gamma_s$, $d$ is 4.5 nm.

\textbf{Break-up.} The straight prism is itself a constraint. Compare an isotropic round wire of equal section, radius $R=11.3$ nm, with one sphere of radius $\rho$ per length $\ell$. Equal volume gives $\rho^3=3R^2\ell/4$. The sphere has less surface if $R\ell>2\rho^2$; cubing gives $R^3\ell^3>8\rho^6=4.5R^4\ell^2$, so $\ell>4.5R\simeq51$ nm. For a faceted line the factor 4.5 changes, but the energy of the line still grows as $\ell$ and that of the drop only as $\ell^{2/3}$. A long bare line can therefore lower its energy by forming drops, although this comparison says nothing about the path or its rate.

\section*{Table of computed values}
\begin{verbatim}
TESTS
largest edge error, direct optimum: 6.8e-08 (scaled)
smallest excess over energy bound: 7.27e-03
disc, ratio 1.2: bound 6.9252, div 7.0698
  boundary flux 7.0698, energy 7.2902 (units of gs)
EXAMPLE INPUT
square-facet energy gs = 1.50 J/m2 = 9.362 eV/nm2
cross-section area = 400 nm2
EQUAL ENERGIES
|W| = 3.3137 gs^2
scale from energy to distance = 7.3246 nm per J/m2
centre-to-facet distance = 10.987 nm
each facet width = 9.102 nm
line energy = 681.7 eV/nm
THRESHOLDS
diagonal facets vanish: ratio 1.4142, gd = 2.1213 J/m2
  the same gd = 2121.3 erg/cm2
square facets vanish: ratio 0.7071, gd = 1.0607 J/m2
ratio | gd J/m2 | square nm | diagonal nm | energy eV/nm
0.65 | 0.975 | 0.000 | 20.000 | 486.8
0.85 | 1.275 | 4.895 | 13.667 | 618.4
1.00 | 1.500 | 9.102 | 9.102 | 681.7
1.10 | 1.650 | 11.706 | 6.620 | 711.0
1.20 | 1.800 | 14.272 | 4.386 | 731.6
1.30 | 1.950 | 16.880 | 2.299 | 744.1
1.40 | 2.100 | 19.600 | 0.284 | 748.9
1.50 | 2.250 | 20.000 | 0.000 | 749.0
NEGLECTED EFFECTS
atomic spacing (rough) = 0.25 nm
corner energy scale = 2.34 eV/nm
eta = 0.0125; shifted threshold ratio = 1.2566
  shifted threshold gd = 1.885 J/m2
  diagonal width lost in the jump = 3.19 nm
{210} absent at gd=gs if its energy >= 1.620 J/m2
{210} absent at threshold if >= 2.012 J/m2
all equal with {210}: square width 5.29 nm
  diagonal width 3.64 nm
  {210} width 4.46 nm
assumed slope difference = 0.05 mJ/(m2 K)
  over 400 K: gd-gs changes 0.020 J/m2
  ratio changes by 0.0133
  diagonal width at gd = gs + change: 8.75 nm
equivalent round-wire radius = 11.28 nm
break-up pays for drop spacing above 50.8 nm
diffusion prefactor (rough) = 0.01 cm2/s
diffusion barrier (rough) = 0.8 eV
atomic volume (rough) = 0.012 nm3
surface site density (rough) = 15 per nm2
reshaping time at 300 K ~ 6e+05 s
reshaping time at 400 K ~ 3e+02 s
reshaping time at 700 K ~ 3e-02 s
\end{verbatim}
